# Quadratic normal strain in a coherent cubic (001) film, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the free surface to the quadratic coefficient

### The decision that depends on the result

A calculation of a strained film can begin with the in-plane lattice parameter of the substrate and needs a value for the lattice parameter along the film normal. One can take the normal parameter from linear elasticity, add a quadratic correction, or minimize the energy over it. The same choice arises when a measured normal spacing is used to find the relaxed lattice parameter of the film. The decision depends on the size of the quadratic term compared with the accuracy required and with the other errors.

For a cubic (001) film with equal in-plane strain $\varepsilon$ in both directions, the normal strain is

$$
\varepsilon_n=-k\varepsilon+B\varepsilon^2+O(\varepsilon^3),\qquad k=\frac{2C_{12}}{C_{11}},
$$

$$
B=-\frac{\tfrac12 C_{111}k^2+C_{112}(1-2k)+C_{123}}{C_{11}}-\frac{k(1+k)}2 .
$$

The first part of $B$ comes from third-order elasticity. The second converts the strain measure used in the energy into a relative change of length. Both are of order $\varepsilon^2$, so a consistent quadratic result needs both.

### Geometry and the reference crystal

Let $a$ be the lattice parameter of the relaxed, stress-free film crystal and $a_s$ that of the substrate surface to which the film is matched. Both refer to the same temperature. Define

$$
\varepsilon=\frac{a_s-a}{a}.
$$

A positive $\varepsilon$ is in-plane tension and a negative one is compression. The substrate is taken to be so thick that the film does not change $a_s$. The film is uniform and coherent, which means that its lattice planes continue into the substrate without dislocations.

Let $x$ and $y$ be the cube axes in the plane and $z$ the cube axis along the normal. The deformation gradient $F$ maps a small vector of the relaxed crystal to the corresponding vector of the film. Its columns are the images of the unit vectors along $x$, $y$ and $z$. The substrate fixes the first two:

$$
F=\begin{pmatrix}1+\varepsilon&0&d_1\\0&1+\varepsilon&d_2\\0&0&d_3\end{pmatrix}.
$$

The third column $d$ is free. Its component $d_3$ sets the spacing along the normal, while $d_1$ and $d_2$ describe a sliding of upper planes over lower ones. They are kept until symmetry disposes of them.

A reference vector $X$ becomes $FX$, so the change of its squared length is

$$
|FX|^2-|X|^2=X^T(F^TF-1)X=2X^TEX,\qquad E=\tfrac12(F^TF-1).
$$

This defines the Lagrangian strain $E$. A rotation $Q$ of the whole film replaces $F$ by $QF$ and leaves $F^TF$ unchanged, because $Q^TQ=1$. The elastic energy does not change under such a rotation, so it can be written as a function of $E$.

For a pure stretch from length $1$ to $1+\varepsilon$ the definition gives

$$
E=\tfrac12[(1+\varepsilon)^2-1]=\varepsilon+\tfrac12\varepsilon^2 .
$$

The Lagrangian strain and the relative length change agree to first order and differ at second order. This difference will produce the last term of $B$.

### The energy and its constants

Let $W(E)$ be the energy per volume of the relaxed crystal, with the atoms inside the cell relaxed at each strain. At finite temperature it is the Helmholtz free energy at fixed temperature, and its derivatives are isothermal constants. In atomic units $W$ and the elastic constants are in hartree per cubic bohr. The results contain ratios of these constants, so any common unit of energy density may be inserted.

Write $E_1,E_2,E_3$ for $E_{11},E_{22},E_{33}$. The constants are defined as derivatives at zero strain:

$$
C_{ij}=\frac{\partial^2W}{\partial E_i\partial E_j},\qquad
C_{ijk}=\frac{\partial^3W}{\partial E_i\partial E_j\partial E_k}.
$$

With these definitions the Taylor series for normal strains is

$$
W=\frac12\sum_{ij}C_{ij}E_iE_j+\frac16\sum_{ijk}C_{ijk}E_iE_jE_k+O(E^4).
$$

The constant term is dropped. The linear term is zero because the reference crystal is free of stress.

The derivation assumes one of the cubic classes $432$, $\bar43m$ or $m\bar3m$. In each of them some operation exchanges $x$ and $y$ up to signs, and others permute all three axes. Hence $C_{11}=C_{22}=C_{33}$, all $C_{ij}$ with $i\ne j$ equal $C_{12}$, and all third-order constants with two equal indices and one different index equal $C_{112}$. The remaining classes, $23$ and $m\bar3$, permit cyclic permutations of the axes but no exchange of two axes. There $C_{112}$ and $C_{113}$ may differ. With equal in-plane strains they enter the normal stress only through their sum, and these classes also contain the half-turn about $z$ used below, so the formula holds for them once $C_{112}$ is replaced by $(C_{112}+C_{113})/2$.

The numerical weights follow by counting. The product $E_1^3$ occurs once in the triple sum and has weight $1/6$. The product $E_1^2E_2$ occurs in three orders and has weight $3/6=1/2$. The product $E_1E_2E_3$ occurs in six orders and has weight $1$. Therefore

$$
\begin{aligned}
W={}&\tfrac12C_{11}(E_1^2+E_2^2+E_3^2)+C_{12}(E_1E_2+E_2E_3+E_3E_1)\\
&+\tfrac16C_{111}(E_1^3+E_2^3+E_3^3)\\
&+\tfrac12C_{112}\big[E_1^2(E_2+E_3)+E_2^2(E_1+E_3)+E_3^2(E_1+E_2)\big]\\
&+C_{123}E_1E_2E_3+O(E^4).
\end{aligned}
$$

Tabulated constants that use another strain measure or other weights must be converted before they are inserted.

### What a free surface requires

Define $S_{ij}=\partial W/\partial E_{ij}$, with the nine components counted separately in the sum $\delta W=\sum_{ij}S_{ij}\,\delta E_{ij}$. From the definition of $E$,

$$
\delta E=\tfrac12(\delta F^TF+F^T\delta F).
$$

Since $S$ is symmetric, the two terms contribute equally, and

$$
\delta W=\sum_{ij}S_{ij}(F^T\delta F)_{ij}=\sum_{kj}(FS)_{kj}\,\delta F_{kj}.
$$

No force acts on the top surface, so the energy is stationary when the free column $d$ is varied. This column has $j=3$. Stationarity for $k=1,2,3$ gives

$$
(FS)_{k3}=0 .
$$

The matrix $F$ is invertible, so multiplication by $F^{-1}$ yields

$$
S_{13}=S_{23}=S_{33}=0 .
$$

This is the same condition as zero force per area on the deformed surface. To see this, add a small displacement gradient $h$ to the deformed film, so that $\delta F=hF$. The Cauchy stress $\sigma$ is defined by the work $\sum_{kl}\sigma_{kl}h_{kl}$ per deformed volume. One unit of reference volume occupies $J=\det F$ units after deformation. Thus

$$
J\sum_{kl}\sigma_{kl}h_{kl}=\sum_{kl}(FSF^T)_{kl}h_{kl},\qquad \sigma=\frac{FSF^T}{J}.
$$

The deformed surface still has normal $\hat z$, because the first two columns of $F$ lie in the plane. For the same reason $F^T\hat z=d_3\hat z$. The surface traction is therefore

$$
\sigma\hat z=\frac{d_3}{J}FS\hat z ,
$$

and it vanishes when the third column of $S$ vanishes. The factors that distinguish $\sigma$ from $S$ change the size of a nonzero stress, but they do not change the condition of zero traction.

### Why the film does not shear

A half-turn about $z$ belongs to each of the three allowed classes. It reverses the signs of $E_{13}$ and $E_{23}$ and leaves $E_1$, $E_2$ and $E_3$ unchanged. The energy is therefore even under a joint reversal of these two shears and contains no term linear in them when $E_{12}=0$. At zero shear, $S_{13}=S_{23}=0$ for any values of the normal strains considered here. A film without shear thus satisfies two of the three surface conditions.

It remains to show that no other solution lies close to the relaxed crystal. To second order the energy of these shears is $2C_{44}(E_{13}^2+E_{23}^2)$. In the nine-component convention this gives $S_{13}=2C_{44}E_{13}$, and likewise for $S_{23}$. The derivatives of $(S_{13},S_{23},S_{33})$ with respect to $(E_{13},E_{23},E_{33})$ at zero strain form a diagonal matrix with entries $2C_{44}$, $2C_{44}$ and $C_{11}$. If $C_{44}>0$ and $C_{11}>0$, the matrix is invertible. The implicit function theorem then gives one smooth solution near the reference for each small $\varepsilon$. The solution without shear must be that one, and it is a minimum with respect to uniform changes of the free column because the entries are positive. This says nothing about non-uniform changes: a strained film can also lower its energy by roughening its surface or forming islands, and a flat film is assumed throughout.

We may therefore set $d_1=d_2=0$ and $d_3=1+\varepsilon_n$.

### The equation for the normal strain

Differentiate the energy with respect to $E_3$, term by term:

$$
\begin{aligned}
S_{33}={}&C_{11}E_3+C_{12}(E_1+E_2)+\tfrac12C_{111}E_3^2\\
&+\tfrac12C_{112}\big[E_1^2+E_2^2+2E_3(E_1+E_2)\big]+C_{123}E_1E_2+O(E^3).
\end{aligned}
$$

In the film $E_1=E_2=e$. Write $E_3=n$. The square bracket becomes $2e^2+4en$, and half of it is $e^2+2en$. The free surface then requires

$$
0=C_{11}n+2C_{12}e+\tfrac12C_{111}n^2+C_{112}(e^2+2en)+C_{123}e^2+O(3),
$$

where $O(3)$ denotes products of three strains. Fourth-order constants contribute quartic terms to $W$ and hence cubic terms to this equation. They cannot affect the quadratic coefficient.

Insert $n=n_1e+be^2$. The terms linear in $e$ give

$$
C_{11}n_1+2C_{12}=0,\qquad n_1=-\frac{2C_{12}}{C_{11}}=-k .
$$

For the quadratic terms we need $n^2=k^2e^2+O(e^3)$ and $2en=-2ke^2+O(e^3)$. Hence

$$
C_{11}b+\tfrac12C_{111}k^2+C_{112}(1-2k)+C_{123}=0,
$$

$$
b=-\frac{\tfrac12C_{111}k^2+C_{112}(1-2k)+C_{123}}{C_{11}} .
$$

Each term has a direct meaning. $C_{111}$ measures how the stiffness along the normal changes as the normal itself is strained. $C_{112}$ collects the effect of in-plane strain on the normal stress and on the normal stiffness; these have opposite signs when $k>0$, which is the origin of the factor $1-2k$. $C_{123}$ is the joint action of the two in-plane strains.

The truncated equation is quadratic in $n$ and has a second root. At $e=0$ that root is $n=-2C_{11}/C_{111}$, which does not tend to zero with the misfit. It lies outside the range of the small-strain expansion and is discarded.

### Return to relative length changes

The coefficient $b$ relates Lagrangian strains. Lattice parameters give relative length changes, for which

$$
e=\varepsilon+\tfrac12\varepsilon^2,\qquad n=\varepsilon_n+\tfrac12\varepsilon_n^2 .
$$

Let $\varepsilon_n=\alpha\varepsilon+B\varepsilon^2$. The left side of $n=-ke+be^2$ becomes

$$
n=\alpha\varepsilon+\left(B+\tfrac12\alpha^2\right)\varepsilon^2+O(\varepsilon^3),
$$

and the right side becomes

$$
-ke+be^2=-k\varepsilon+\left(b-\tfrac12k\right)\varepsilon^2+O(\varepsilon^3).
$$

The linear terms give $\alpha=-k$. The quadratic terms give $B+k^2/2=b-k/2$, or

$$
B=b-\frac{k(1+k)}2 .
$$

This is the stated result. For $k>0$ the conversion lowers the coefficient, so $b$ and $B$ can have opposite signs.

### Two limits and the meaning of the sign

A material that keeps its volume provides a check of the conversion. Volume conservation requires $(1+\varepsilon)^2(1+\varepsilon_n)=1$, and therefore

$$
\varepsilon_n=(1+\varepsilon)^{-2}-1=-2\varepsilon+3\varepsilon^2+O(\varepsilon^3).
$$

Thus $k=2$ and $B=3$. In Lagrangian strains the same condition is $(1+2e)^2(1+2n)=1$, so

$$
n=\tfrac12[(1+2e)^{-2}-1]=-2e+6e^2+O(e^3),
$$

and $b=6$. The conversion gives $6-2\cdot3/2=3$, as it should.

In the opposite limit, $C_{12}=0$, the linear response vanishes. Then $k=0$ and $B=-(C_{112}+C_{123})/C_{11}$. The film can still change its normal spacing, but the change begins at second order.

The linear term changes sign with the misfit and the quadratic term does not. When the misfit is small enough for the quadratic term to exceed the higher ones, $B<0$ makes the normal spacing smaller than the linear prediction in both tension and compression, and $B>0$ makes it larger in both. The local response is

$$
\frac{d\varepsilon_n}{d\varepsilon}=-k+2B\varepsilon+O(\varepsilon^2),
$$

so the ratio of normal to in-plane strain inferred from a small change of misfit depends on the misfit at which it is measured.

## Second half: numbers, use and limits

### Symbols and results carried over

The relaxed film has lattice parameter $a$, the substrate has $a_s$, and $\varepsilon=(a_s-a)/a$. The normal lattice parameter is $c=a(1+\varepsilon_n)$. The Lagrangian strains are $e=\varepsilon+\varepsilon^2/2$ in the plane and $n=\varepsilon_n+\varepsilon_n^2/2$ along the normal. For a uniform film with a free surface,

$$
\varepsilon_n=-k\varepsilon+B\varepsilon^2,\qquad k=\frac{2C_{12}}{C_{11}},\qquad B=b-\frac{k(1+k)}2,
$$

$$
b=-\frac{\tfrac12C_{111}k^2+C_{112}(1-2k)+C_{123}}{C_{11}},
$$

with an error of order $\varepsilon^3$. The constants are derivatives of the energy per reference volume with respect to Lagrangian strain.

### Tests by other routes

The absence of shear was tested on five random energies with the point symmetry of zinc blende. All three components of the Cauchy traction were set to zero, with all three components of the free column allowed to vary. The largest shear entry found was $7\times10^{-19}$, which is numerical zero. The quadratic coefficient differed from the formula by at most $1.5\times10^{-6}$, relative to $1+|B|$.

A second test used two model fcc crystals. Their energy per atom is

$$
0.1\sum_r e^{-p(r-1)}-1.3\Big[\sum_r e^{-2q(r-1)}\Big]^{1/2},
$$

in model units, with a fixed list of four neighbour shells. Elastic constants were found by differentiating this energy, and the normal spacing was found separately by minimizing it. For $p=11$, $q=2.5$ both routes gave $B=-1.651844$. For $p=9$, $q=3$ both gave $B=-0.840903$. When the strain was halved from $2\times10^{-4}$ to $10^{-4}$, the part left after the quadratic formula fell by factors of 7.999 and 7.991. A cubic remainder should fall by a factor close to $2^3=8$.

This part has derived the normal strain of the film to second order in the misfit and tested the quadratic coefficient by independent numerical routes. What remains is to work through a numerical example, apply the formula to lattice parameters and total energies, and compare the correction with competing effects.
